# Why metal-insulator stacks need both LDOS and dielectric preconditioning terms

## 1. What symmetry fixes

A self-consistent calculation adjusts the density until it reproduces itself. How fast this goes depends on how strongly electrons respond to a potential error \(V(z)\). At fixed electron number a constant \(V\) does nothing, and no response creates net charge. For slow potentials this leaves two leading quadratic forms:

\[
\text{metal: } D\int (V-\bar V)^2dz,\qquad
\text{insulator: } \alpha\int V'^2dz .
\]

A metal has states at the Fermi level, whose filling depends on \(V\) itself, measured from its mean \(\bar V\) over the metal. An insulator has no states there, so its filling stays fixed and only the field \(V'\) can polarize it. The electrostatic energy also goes as \(\int V'^2\). Relative to it, a metal layer of thickness \(l\) responds with a strength proportional to \(l^2\), an insulating layer with a pure number, its dielectric constant minus one. A preconditioner must reproduce both.

Two models of the response, defined in Sections 5 and 6, fail differently. The Kerker model fails increasingly as \(l\) grows. The local-density-of-states (LDOS) model loses only a bounded factor, about the insulator's dielectric constant.

## 2. The quantity to be weighed

Hartree atomic units are used. The model is a bundle of identical chains, one per area \(A\), with charge smeared laterally. Errors vary along \(z\) only. Metal and insulator layers, each of thickness \(l\), alternate periodically. A density error \(d\) (electrons per length of chain) gives the potential energy \(V=vd\), where

\[
V''=-\frac{4\pi}{A}d,\qquad v(q)=\frac{4\pi}{Aq^2}.
\]

Net charge is zero, so \(d\) and \(V\) have zero mean over the cell. Only this Hartree kernel is kept for now.

Damped mixing adds \(aP^{-1}\) times the residual to the density. To first order the residual is \(\chi_0vd-d\), hence

\[
d\to\left[1-aP^{-1}(1-\chi_0v)\right]d,\qquad P=1-\chi_mv,
\]

where \(\chi_m\) is a model of the true independent-electron response \(\chi_0\). An eigenmode obeys \((1-\chi_0v)d=\lambda(1-\chi_mv)d\), or, with \(d=v^{-1}V\),

\[
(v^{-1}-\chi_0)V=\lambda(v^{-1}-\chi_m)V .
\]

Both operators are symmetric and positive, so \(\lambda\) is real. Multiplying by \(V\) and integrating, with \(\int Vd\,dz=-(A/4\pi)\int VV''dz=(A/4\pi)\int V'^2dz\), gives

\[
\lambda[V]=\frac{\frac{A}{4\pi}\int V'^2dz-\langle V,\chi_0V\rangle}
{\frac{A}{4\pi}\int V'^2dz-\langle V,\chi_mV\rangle}.
\]

The extreme eigenvalues are the minimum and maximum of this quotient. Any trial potential therefore bounds them.

The best damping makes the extreme factors equal and opposite, \(1-a\lambda_{\min}=a\lambda_{\max}-1\), so

\[
a=\frac{2}{\lambda_{\min}+\lambda_{\max}},\qquad
r=\frac{\kappa-1}{\kappa+1},\qquad \kappa=\frac{\lambda_{\max}}{\lambda_{\min}},
\]

where \(r\) is the error reduction per step.

## 3. The true response

Let \(\rho\) be the one-particle density matrix, with occupations \(f_i\) at energies \(\varepsilon_i\). It commutes with the Hamiltonian before and after the perturbation. The first-order part of that statement is \([H,\delta\rho]+[V,\rho]=0\), so

\[
\delta\rho_{ij}=\frac{f_i-f_j}{\varepsilon_i-\varepsilon_j}V_{ij},
\]

with the derivative \(f'_i\) replacing the ratio for equal energies. The density change is twice the diagonal of \(\delta\rho\) in position, for spin. Define \(D(z)=2\sum_i(-f_i')|\varphi_i(z)|^2\). At fixed Fermi level the electron number changes by \(-\int DV\,dz\). A shift \(\delta\mu=\int DV\,dz/D_{\rm tot}\), with \(D_{\rm tot}=\int D\,dz\), restores it and adds \(D(z)\delta\mu\) to the density.

**Metal.** If \(V\) varies slowly and the smeared Fermi edge, whose width is about 3.5 times the smearing energy, covers the level spacing, each region fills to the common Fermi level and \(\delta n=-D(V-\bar V)\). For free electrons on a chain \(n=2k_F/\pi\) and \(\mu=k_F^2/2\), so

\[
D=\frac{dn}{d\mu}=\frac{2}{\pi k_F},\qquad k_{TF}^2\equiv\frac{4\pi D}{A}.
\]

**Insulator.** For \(V=e^{iqz}\), transitions between filled valence states \(v\) and empty states \(c\) contribute. At small \(q\), \(\langle c|e^{iqz}|v\rangle\simeq iq\langle c|z|v\rangle\). From \([H,z]=-ip\), \(\langle c|z|v\rangle=-ip_{cv}/E_{cv}\). The matrix element is thus \(qp_{cv}/E_{cv}\). One factor 2 comes from spin and another from the two orderings of the pair:

\[
-\chi_0(q)\simeq\alpha q^2,\qquad
\alpha=4\int\frac{dk}{2\pi}\sum_c\frac{|p_{cv}|^2}{E_{cv}^3}.
\]

The slow-field element of the dielectric matrix is \(\varepsilon_{00}=1+4\pi\alpha/A\).

A slow field also couples to fields with the lattice period. Write the dielectric quadratic form as \(\varepsilon_{00}x^2+2x\,b^Ty+y^TCy\), with \(x\) the slow field and \(y\) the lattice-periodic ones. Minimizing over \(y\) gives \(y=-C^{-1}bx\) and the value

\[
(\varepsilon_{00}-b^TC^{-1}b)x^2=\varepsilon_Mx^2,\qquad
\varepsilon_M=\frac{1}{(\varepsilon^{-1})_{00}}\le\varepsilon_{00}.
\]

Hence a slow mode whose lattice-periodic fields are free to relax, such as Kerker's slowest mode in Section 5, involves the macroscopic constant \(\varepsilon_M\), whereas the largest eigenvalue of the matrix is at least \(\varepsilon_{00}\).

**Parameters.** The period is 5 bohr with two electrons per period, and \(A=12\) bohr². The insulator adds a cosine potential of amplitude 0.15 Ha, switched on across each interface by a smooth step with width parameter 1.5 bohr. The smearing is 0.006 Ha. Then \(k_F=\pi/5=0.628\) bohr⁻¹, \(D=1.013\) Ha⁻¹bohr⁻¹ and \(k_{TF}^2=4\pi(1.013)/12=1.061\) bohr⁻². The Bloch sum gives \(\alpha=11.96\) bohr/Ha, so \(\varepsilon_{00}=1+4\pi(11.96)/12=13.5\). In a 180-bohr insulator, at its smallest wavevector, \(\varepsilon_M=10.3\) and the largest eigenvalue is 13.9.

The spectra below use the full sum over states of the discretized Hamiltonian. Its \(\chi_0\) agrees with finite differences of the density to a relative error of \(2\times10^{-9}\).

## 4. The metal's contribution: no preconditioner

With \(\chi_m=0\) the denominator is purely electrostatic. Varying the quotient in the metal gives

\[
(\lambda-1)V''=-k_{TF}^2(V-\bar V),
\]

so \(V-\bar V\) oscillates with \(p^2=k_{TF}^2/(\lambda-1)\). In the insulator, lattice-periodic fields would add to the denominator too, so at large \(\lambda\) they barely relax and the constant is \(\varepsilon_{00}\), not \(\varepsilon_M\). There \((\lambda-\varepsilon_{00})V''=0\), so \(V\) is linear. For \(\lambda\gg\varepsilon_{00}\) the matching condition is continuity of \(V\) and \(V'\).

Take \(V=\sin pz\), odd about the metal centre. Periodicity makes it vanish at the insulator centre, a distance \(l/2\) beyond the interface. With \(y=pl/2\), equal slopes require

\[
p\cos y=-\frac{\sin y}{l/2}\quad\Rightarrow\quad \tan y=-y,\quad y=2.029,
\]

\[
\lambda_{\max}\simeq1+k_{TF}^2\left(\frac{l}{2y}\right)^2 .
\]

Even modes have a constant potential in the insulator, which needs \(y=\pi\) and gives a smaller \(\lambda\).

For \(l=180\) bohr, \((180/4.058)^2=1968\) and \(\lambda_{\max}\simeq2089\). The full calculation gives 2200, which is 5% above the law; at 80 bohr the excess is 11%. An error falling roughly as \(1/l\) is what an interface correction of fixed length would produce. Leakage of metal states into the insulator is a plausible cause, not separately tested.

## 5. The insulator's contribution: Kerker

Kerker sets \(\chi_m=-D\) everywhere. Its denominator, times \(4\pi/A\), is \(\int(V'^2+k_{TF}^2V^2)dz\). The metal is now treated well, but the insulator is credited with screening it lacks.

The slowest mode is nearly constant in the metal, where variation would be costly. In the insulator,

\[
-\varepsilon_MV''=\lambda(-V''+k_{TF}^2V)
\;\Rightarrow\;
\lambda=\frac{\varepsilon_Mk^2}{k^2+k_{TF}^2},\quad V=\cos kx .
\]

No extra constant appears: a uniform shift leaves the numerator unchanged, and alters the denominator to first order by a multiple of \(\int V\,dz=0\). With \(V=\cos(kl/2)\) throughout the metal, zero mean requires

\[
\frac{2}{k}\sin\frac{kl}{2}+l\cos\frac{kl}{2}=0
\quad\Rightarrow\quad \tan y=-y,\quad y=\frac{kl}{2}.
\]

The same root appears with the roles of the layers exchanged. Odd modes vanish at both interfaces, have \(y=\pi\), and are less slow.

For \(l=180\) bohr, \(k=4.058/180=0.0225\) bohr⁻¹, so \(\lambda_{\min}\simeq10.3(5.08\times10^{-4})/1.061=0.0049\). The computed value is 0.0054, about 9% higher. This closeness is partly a cancellation. The law ignores that the field leaving the insulator is screened inside the metal, which lengthens the layer by about \(\varepsilon_M/k_{TF}\approx10\) bohr at each interface. Keeping this, with sharp interfaces, gives 0.0042, and the full result lies 27% above that. The law fixes the \(1/l^2\) scaling, not the prefactor at these thicknesses. The insulator holds 99% of this mode's field energy.

Retuning Kerker does not remove the growth. Replace \(k_{TF}^2\) in its denominator by any \(k_0^2\). Use one full sine, \(k=2\pi/l\), confined first to the metal and then to the insulator, there with its relaxed lattice-periodic fields. In the slow-potential description these trials give

\[
\lambda_{\max}\ge\frac{k^2+k_{TF}^2}{k^2+k_0^2},\quad
\lambda_{\min}\le\frac{\varepsilon_Mk^2}{k^2+k_0^2},\quad
\kappa\ge\frac{1+k_{TF}^2/k^2}{\varepsilon_M}.
\]

The parameter \(k_0\) cancels, and the bound grows as \(l^2\). At 180 bohr it is \((1+1.061/0.00122)/10.3\approx85\).

Uniform 180-bohr cells separate the two causes. Kerker lowers \(\kappa\) from 864 to 1.8 in the metal, but raises it from 14 to 103 in the insulator.

## 6. What LDOS repairs, and what it leaves

The LDOS model uses

\[
\chi_L(z,z')=-D(z)\delta(z-z')+\frac{D(z)D(z')}{D_{\rm tot}} .
\]

The second term is the Fermi-level shift of Section 3. For slow potentials in a thick metal layer this is the true response, so \(\lambda\to1\). At 80 bohr this holds only roughly, because the level spacing \(\pi k_F/l\simeq0.025\) Ha slightly exceeds the 0.021 Ha width of the smeared Fermi edge. In the insulator \(D(z)\) nearly vanishes and the denominator becomes electrostatic. What remains is the dielectric matrix itself, whose largest eigenvalue is about 14. Numerator and denominator both scale as \(V'^2\), so this factor does not grow with \(l\).

The computed \(\lambda_{\max}\) is 10.9, 12.7 and 13.1 for layers of 80, 120 and 180 bohr. At 180 bohr essentially all the field energy of this mode lies in the insulator.

There is a further limit. Thermal carriers give the middle of the 180-bohr insulator a density of states \(4\times10^{-5}\) times the metal's. They compete with dielectric screening when \(\varepsilon_Mk^2\sim4\times10^{-5}k_{TF}^2\), that is, at \(1/k\sim500\) bohr. In much thicker layers Kerker's \(l^2\) growth should therefore level off, since the insulator then screens as a very dilute metal. These carriers depend exponentially on the smearing, and 0.006 Ha corresponds to about 1900 K. At 180 bohr, halving the smearing lowers the density-of-states ratio to about \(3\times10^{-9}\) and gives \(\kappa=367\) for Kerker and 18 for LDOS. Doubling it raises the ratio to about \(10^{-2}\) and lowers these to 61 and 9.4.

## 7. The dielectric term

The missing response must be symmetric, ignore constants and create no net charge. Placing a derivative on each side achieves this:

\[
\chi_d=\frac{d}{dz}\sqrt{\alpha(z)}\,g\,\sqrt{\alpha(z)}\frac{d}{dz},\qquad
g(q)=\frac{1}{1+l_d^2q^2}.
\]

Integration by parts gives \(-\langle V,\chi_dV\rangle=\langle\sqrt\alpha V',g\sqrt\alpha V'\rangle\ge0\). Here \(\alpha(z)\) is the bulk \(\alpha\) times the smooth step that switches on the lattice potential. The term is local on scales longer than \(l_d\).

In a uniform insulator \(-\chi_d=\alpha q^2/(1+l_d^2q^2)\), which tends to \(\alpha/l_d^2\) at large \(q\). Without \(g\) it would grow without limit. Setting the plateau equal to \(D\) is a modelling choice: at short wavelengths the insulator is then given the same response as the model gives the metal. It gives \(l_d=\sqrt{11.96/1.013}=3.4\) bohr.

With \(\chi_m=\chi_L+\chi_d\), the 180-bohr spectrum runs from 0.55 to 1.85. Since \(\chi_d\) only enlarges the denominator, it cannot raise any ordered eigenvalue. It brings the top down from 13.1, but also lowers the bottom from 0.73. The latter needs no interface. In a uniform insulator the term gives a slow field the weight \(\varepsilon_{00}\) but ignores its coupling to lattice-periodic fields. Letting those fields relax lowers the numerator to \(\varepsilon_M\), but not the denominator. The lowest eigenvalue there is therefore at most about \(\varepsilon_M/\varepsilon_{00}=0.76\), against about 1 without the term. This bound is not sharp: the uniform insulator with the term spans 0.57 to 1.66, so its neglected local-field coupling already accounts for most of the remaining width. The uniform metal, where Kerker gives \(\kappa=1.8\), has its largest eigenvalue at \(q=2k_F\), the response peak special to a chain. That \(\kappa\) is 2.0 at half the smearing and 1.65 at double, while a three-dimensional free gas of the same density gives about 1.2. The combined model's \(\kappa\) at 180 bohr moves to 3.65 and 2.8 for the same two smearings.

## 8. The contributions weighed

The table gives \(\kappa\), with all other settings fixed.

| \(l\) (bohr) | none | Kerker | LDOS | LDOS + dielectric |
|---|---|---|---|---|
| 80 | 456 | 62 | 13.8 | 3.4 |
| 120 | 993 | 142 | 17.2 | 3.3 |
| 180 | 2182 | 324 | 18.0 | 3.3 |

Nonlinear self-consistent runs at 80 bohr, started from small mixtures of the two extreme modes, reproduced the predicted rates to the four printed digits. For the combined model, \(r=(3.36-1)/(3.36+1)=0.541\). From a common small perturbation, and with each model's own best damping, a \(10^4\)-fold reduction took 278 steps with Kerker, 51 with LDOS and 13 with both terms. The error was measured by the square root of \(\langle V,(v^{-1}-\chi_m)V\rangle\), hence in each model's own norm.

Adding a local exchange kernel at 80 bohr changes the real parts for the combined model from 0.56–1.89 to 0.57–1.66, and LDOS still reaches 10.6. For these two models no imaginary part exceeds about 0.01 in magnitude. Correlation is left out.

The layers correspond to roughly 4–10 nm. A gap of 4.1 eV with a dielectric constant above 10 is not typical: common semiconductors with electronic constants near 10 have gaps nearer 1 eV, and wide-gap oxides have smaller constants. For silica, with an electronic constant of roughly 2, the argument of Section 6 puts the LDOS penalty at a small factor rather than 13. It is the largest eigenvalue of the dielectric matrix, so at least 2. With the lattice potential raised until \(\varepsilon_{00}=2.1\), the model gives 2.6, and the extra term gains little (\(\kappa\) from 3.5 to 2.9 at 120 bohr). Real interfaces also break the assumption of lateral uniformity. An error with lateral wavevector \(q_\parallel\) has a total \(q^2\) of at least \(q_\parallel^2\), which limits the small-\(q\) growth responsible for the \(l^2\) laws; the laterally uniform errors treated here remain. The numerical output follows.

## Calculated quantities

```
period 5.0 bohr, area per chain 12.0 bohr^2
potential amplitude 0.15 Ha, smearing 0.006 Ha
interface width parameter 1.5 bohr, grid step 0.8333 bohr
Fermi wavevector 0.6283 1/bohr
metal DOS per length 1.0132 1/(Ha bohr)
k_TF^2 1.0610 1/bohr^2
insulator gap 0.1497 Ha = 4.07 eV
polarizability per length alpha 11.962 bohr/Ha
saturation length l_d 3.436 bohr
eps head, Bloch sum q->0: 13.526
eps head, supercell smallest q: 13.343
eps macroscopic: 10.311; largest eigenvalue: 13.859
bulk metal 180 bohr, kappa: none 864.04, Kerker 1.81
bulk insulator 180 bohr, kappa: none 13.74, Kerker 102.92
bulk insulator, Kerker lambda_min(90)/lambda_min(180): 3.797
root of tan y = -y: 2.02876
stack spectra: l (bohr), model, lambda_min, lambda_max, kappa
   80 none       1.00840 460.011 456.18
   80 Kerker     0.02871 1.774 61.78
   80 LDOS       0.78769 10.851 13.78
   80 LDOS+diel  0.56303 1.891 3.36
  120 none       1.00836 1001.118 992.82
  120 Kerker     0.01234 1.750 141.74
  120 LDOS       0.73629 12.700 17.25
  120 LDOS+diel  0.55397 1.849 3.34
  180 none       1.00833 2199.771 2181.60
  180 Kerker     0.00537 1.737 323.61
  180 LDOS       0.72872 13.116 18.00
  180 LDOS+diel  0.55266 1.845 3.34
laws, l=80 bohr: none max 413.5, Kerker min 0.02494
laws, l=120 bohr: none max 929.0, Kerker min 0.01110
laws, l=180 bohr: none max 2089.1, Kerker min 0.00494
insulator field share, Kerker slowest mode: 0.992
insulator field share, LDOS stiffest mode: 1.000
chi0 against finite differences, relative error 2.3e-09
SCF rate per step, l=80, none: predicted 0.9956, measured 0.9956
SCF rate per step, l=80, Kerker: predicted 0.9681, measured 0.9681
SCF rate per step, l=80, LDOS: predicted 0.8646, measured 0.8646
SCF rate per step, l=80, LDOS+diel: predicted 0.5411, measured 0.5411
SCF steps for 1e-4, l=80, Kerker: 278 (bound 284.5)
SCF steps for 1e-4, l=80, LDOS: 51 (bound 63.3)
SCF steps for 1e-4, l=80, LDOS+diel: 13 (bound 15.0)
mid-layer DOS over metal formula: metal 1.0032, insulator 4.0e-05
with exchange, l=80, Kerker: Re 0.0307 to 1.408, |Im|<=0.000
with exchange, l=80, LDOS: Re 0.7125 to 10.614, |Im|<=0.012
with exchange, l=80, LDOS+diel: Re 0.5739 to 1.656, |Im|<=0.010
finer grid changes: Kerker min 0.00 %, LDOS max 0.00 %
```
